# Planar ammonia in Hartree-Fock: a zero-force geometry and its vibrations

## Problem

Ammonia can serve as the nitrogen source in the growth of nitride films. Take one free molecule, $^{14}$N$^1$H$_3$, in closed-shell Hartree-Fock theory with the 6-31G* basis (six Cartesian d functions on N, 21 functions in all). Hold it planar with three equal N-H distances $r$ and angles of 120°, which is the symmetry $D_{3h}$, and optimise $r$. Is the result a minimum of the energy? How many of its six harmonic vibrations are imaginary, and of which symmetry species?

The nuclei move on the Born-Oppenheimer surface $E$. Rydberg atomic units are used: $\hbar=1$, $m_e=1/2$, $e^2=2$, with energies in Ry and lengths in bohr. Each nucleus is given the mass of its neutral atom. A mass of $M$ electron masses is $M/2$ in these units, so $m_H=918.576$ and $m_N=12763.02$. A vibrational quantum $\omega$ in Ry has the wavenumber $R_\infty\omega$, with $R_\infty=109737$ cm$^{-1}$.

## A tempting solution

The energy is optimised with respect to $r$. At $r_0=1.86786$ bohr the largest Cartesian force component is $5.9\times10^{-14}$ Ry/bohr, and the curvature is $E''(r_0)=3.366$ Ry/bohr$^2$, which is positive. No atom feels a force, and the energy rises whether the bonds are stretched or shortened. The geometry is therefore a minimum, and all six vibrations are real.

## Where it fails

Both numbers are right, but the conclusion does not follow. The curvature was examined along one direction out of six. The vanishing forces do not cover the other five, because symmetry makes those forces vanish whatever the curvature is.

To see this, let $T$ be the $12\times12$ matrix by which a symmetry operation acts on the nuclear coordinates $x$, including the exchange of equal atoms. The energy obeys $E(Tx)=E(x)$. Differentiation gives $g(Tx)=Tg(x)$ for the gradient $g$. At a $D_{3h}$ geometry $Tx=x$, so $g=Tg$ for every operation: the gradient is totally symmetric. The count below shows that there is one totally symmetric displacement, in which the three H atoms move radially by equal amounts. If each H has the radial gradient $g_r$, then $dE/dr=3g_r$, and $dE/dr=0$ removes all twelve components.

The optimisation has thus found a true stationary point of the full surface. Whether it is a minimum is decided by second derivatives in the directions that the optimisation never explored.

The argument needs an electronic solution that shares the symmetry. Stability is a separate question: if a small change of the orbitals could lower the energy, the surface examined here would not be the lowest one nearby. The lowest eigenvalues of the orbital Hessian are 0.630 Ry (singlet) and 0.445 Ry (triplet). Both are positive, so the solution is a local minimum against real closed-shell and real spin-unrestricted changes of the orbitals.

## The right solution

### The eigenvalue problem and its symmetry

Let $\Phi$ be the matrix of second derivatives of $E$ and $M$ the diagonal matrix of masses. For small displacements $x$ the Lagrangian is $\tfrac12\dot x^TM\dot x-\tfrac12x^T\Phi x$. With $q=M^{1/2}x$ the equation of motion becomes

$$\ddot q=-Wq,\qquad W=M^{-1/2}\Phi M^{-1/2},\qquad Wv=\omega^2v .$$

A negative $\omega^2$ is called an imaginary vibration; the displacement then grows or decays as $e^{\pm|\omega|t}$.

$W$ commutes with all symmetry operations, so it does not couple different species. To count the species, note that an atom contributes to the character $\chi$ of the coordinates only if the operation leaves it in place, and it then contributes the trace of the $3\times3$ matrix of the operation.

| | $E$ | $2C_3$ | $3C_2$ | $\sigma_h$ | $2S_3$ | $3\sigma_v$ |
|---|---|---|---|---|---|---|
| atoms in place | 4 | 1 | 2 | 4 | 1 | 2 |
| trace | 3 | 0 | −1 | 1 | −2 | 1 |
| $\chi$ | 12 | 0 | −2 | 4 | −2 | 2 |
| $A_1'$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2'$ | 1 | 1 | −1 | 1 | 1 | −1 |
| $E'$ | 2 | −1 | 0 | 2 | −1 | 0 |
| $A_1''$ | 1 | 1 | 1 | −1 | −1 | −1 |
| $A_2''$ | 1 | 1 | −1 | −1 | −1 | 1 |
| $E''$ | 2 | −1 | 0 | −2 | 1 | 0 |

Each species occurs $\frac1{12}\sum(\text{class size})\times\chi\times(\text{its character})$ times:

- $A_1'$: $(12-6+4-4+6)/12=1$
- $A_2'$: $(12+6+4-4-6)/12=1$
- $E'$: $(24+8+4)/12=3$
- $A_1''$: $(12-6-4+4-6)/12=0$
- $A_2''$: $(12+6-4+4+6)/12=2$
- $E''$: $(24-8-4)/12=1$

Translations in the plane belong to $E'$ and the one along the axis $z$ to $A_2''$. Rotation about $z$ belongs to $A_2'$ and the other two rotations to $E''$. What remains is

$$\Gamma_{\rm vib}=A_1'+2E'+A_2'' .$$

Since $E'$ is doubly degenerate, this is six vibrations with at most four different frequencies.

### The out-of-plane mode, $A_2''$

Let N move by $u_N$ and all H atoms by $u_H$ along $z$. A common shift costs no energy, so $E$ depends on $h=u_N-u_H$ alone. A fixed centre of mass requires $m_Nu_N+3m_Hu_H=0$, hence

$$u_N=\frac{3m_H}{m_N+3m_H}h,\qquad u_H=-\frac{m_N}{m_N+3m_H}h .$$

The kinetic energy is

$$\tfrac12m_N\dot u_N^2+\tfrac32m_H\dot u_H^2
=\tfrac12\,\frac{9m_H^2m_N+3m_Hm_N^2}{(m_N+3m_H)^2}\,\dot h^2
=\tfrac12\mu\dot h^2,\qquad \mu=\frac{3m_Hm_N}{m_N+3m_H}.$$

With $k=d^2E/dh^2$ at fixed in-plane positions, $\omega^2=k/\mu$. Because only $h$ matters, $k$ may be found by lifting N alone, and it equals one diagonal element of $\Phi$.

Energies of the lifted molecule give $k=-0.17857$ Ry/bohr$^2$, and the analytic Hessian element has the same value. With $\mu=2755.73\times12763.02/15518.75=2266.38$,

$$\omega^2=\frac{-0.17857}{2266.38}=-7.879\times10^{-5}\ \text{Ry}^2,\qquad |\omega|R_\infty=974\ \text{cm}^{-1}.$$

This vibration is imaginary. In it $u_N/u_H=-3m_H/m_N=-0.216$: the light H atoms do most of the moving.

### The breathing mode, $A_1'$

N stays at rest and each H moves outward by $\delta$. The kinetic energy is $\tfrac12(3m_H)\dot\delta^2$ and the potential energy $\tfrac12E''(r_0)\delta^2$, so

$$\omega^2=\frac{E''(r_0)}{3m_H}=\frac{3.36635}{2755.73}=1.2216\times10^{-3}\ \text{Ry}^2,$$

or 3835 cm$^{-1}$, a real vibration. This is the one direction that the tempting solution examined.

### The in-plane pairs, $E'$

It is enough to treat the partners that transform like $x$; the $y$ partners have the same frequencies. Let H atom $i$ sit at angle $\theta_i=0°,120°,240°$, with radial and tangential unit vectors $\hat r_i$ and $\hat t_i$. Three normalised patterns are available:

- $e_N$: N moves along $x$;
- $e_r$: H atom $i$ moves by $\sqrt{2/3}\cos\theta_i\,\hat r_i$;
- $e_t$: H atom $i$ moves by $-\sqrt{2/3}\sin\theta_i\,\hat t_i$.

The factors follow from $\sum\cos^2\theta_i=\sum\sin^2\theta_i=3/2$. Since $\hat x=\cos\theta_i\hat r_i-\sin\theta_i\hat t_i$, a unit shift of all H atoms along $x$ is $\sqrt{3/2}(e_r+e_t)$. In mass-weighted coordinates the translation is therefore

$$\tau=\sqrt{m_N}\,e_N+\sqrt{3m_H/2}\,(e_r+e_t).$$

Two normalised vectors orthogonal to it and to each other are

$$b_1=\frac{e_r-e_t}{\sqrt2},\qquad
b_2=\frac{\sqrt{3m_H}\,e_N-\sqrt{m_N/2}\,(e_r+e_t)}{\sqrt{m_N+3m_H}} .$$

Indeed $b_2\cdot\tau$ is proportional to $\sqrt{3m_Hm_N}-2\sqrt{m_N/2}\sqrt{3m_H/2}=0$. Differences of gradients along $b_1$ and $b_2$ give, in $10^{-6}$ Ry$^2$,

$$W_{11}=767.3,\qquad W_{22}=844.1,\qquad W_{12}=-554.8 .$$

Positive diagonal elements would not settle the matter, because a large $W_{12}$ could still push one eigenvalue below zero. The determinant, $W_{11}W_{22}-W_{12}^2=3.399\times10^5$ in units of $10^{-12}$ Ry$^4$, is positive, so the two eigenvalues have the same sign. The trace, 1611.4, is positive, so that sign is plus. Explicitly,

$$\omega^2=\tfrac12\left[1611.4\pm\sqrt{1611.4^2-4\times3.399\times10^5}\right]\times10^{-6}\ \text{Ry}^2,$$

which is $249.6$ and $1361.8$ in the same units, or 1734 and 4050 cm$^{-1}$. Each occurs twice.

### Answer

The optimised planar molecule, with $r_0=0.0988$ nm, has five real vibrations and one imaginary one, the $A_2''$ out-of-plane mode. It is a first-order saddle, not a minimum.

As an independent test, the complete analytic Hessian was diagonalised without using symmetry, and each mode was then projected on the species. It gives one negative eigenvalue, of pure $A_2''$ character, at 974.09 cm$^{-1}$ imaginary, against 974.07 from $k/\mu$. The other frequencies also agree with the formulas to within 0.1 cm$^{-1}$.

The number of imaginary modes does not depend on the masses. Since $q^TWq=x^T\Phi x$, both matrices have equally many independent directions of negative curvature. Doubling $m_H$, roughly the change to deuterium, raises $\mu$ to 3849 and lowers the imaginary wavenumber to $974\sqrt{2266/3849}=747$ cm$^{-1}$, but cannot make it real.

## Where the unstable direction leads

When N is lifted by 0.30 bohr and the molecule relaxes with its threefold axis kept, it reaches a pyramid with N-H distance 0.1003 nm, H-N-H angle 107.2° and N height $h_0=0.700$ bohr. Its six vibrations are all real, the lowest at 1209 cm$^{-1}$, so this is a minimum. Its mirror image in the H plane has the same energy, and the $A_2''$ motion leads from one pyramid through the plane to the other; hence the name inversion mode. The classical barrier is

$$-112.34797-(-112.36871)=0.02074\ \text{Ry}=0.282\ \text{eV}.$$

The curvature at the top does not fix this height by itself, but together with the computed $h_0$ it gives an estimate if the profile is assumed to be quartic, $V=-\tfrac12|k|h^2+ch^4$. Its minimum satisfies $4ch_0^2=|k|$, so the barrier is $\tfrac12|k|h_0^2-\tfrac14|k|h_0^2=\tfrac14|k|h_0^2=0.0219$ Ry, 5% above the computed value. Relaxation of the H atoms does not alter $k$: their radial shift starts as $h^2$, and it changes the energy in order $h^4$.

Harmonic zero-point energy changes the barrier by −0.052 eV, to 0.230 eV. Half the sum of the real wavenumbers is 7701 cm$^{-1}$ for the plane and 8121 cm$^{-1}$ for the pyramid. The inversion mode, which has no zero-point energy at the saddle, accounts for −604 cm$^{-1}$ of the difference, and the other five modes for +184 cm$^{-1}$.

## The real precursor

Real ammonia is a pyramid with an inversion barrier of roughly a quarter of an eV, so the model has the right shape and scale. The computed barrier depends strongly on the basis. With the geometries held fixed, the Hartree-Fock barrier falls from 0.282 eV to 0.222 eV in aug-cc-pVDZ and 0.233 eV in cc-pVTZ. At these same geometries, correlation at frozen-core MP2 level adds less than 0.001 eV in 6-31G* but 0.021 eV in cc-pVTZ, giving 0.254 eV there; the small change in 6-31G* is thus no proof that correlation is unimportant. These values are not converged in the basis: with geometries optimised at MP2/cc-pVTZ level the MP2 barrier is 0.258 eV, and aug-cc-pVTZ at those geometries lowers it to 0.219 eV (0.200 eV in Hartree-Fock), a shift of about 0.04 eV. The MP2 curvature for lifting N stays negative in all three bases. A single lift of 0.10 bohr from the Hartree-Fock plane converts to imaginary wavenumbers between 910 and 1009 cm$^{-1}$, but these are not yet MP2 vibrations. MP2 prefers longer N-H bonds, so at the fixed distance the bonds are compressed. Lifting N by $h$ lengthens each bond by about $h^2/2r$ and relieves the compression, which makes the curvature too negative. At the planar distance optimised with MP2 in each basis the mode is still imaginary, at 923, 815 and 868 cm$^{-1}$ for the same lift in 6-31G*, aug-cc-pVDZ and cc-pVTZ, about 5 to 13% lower. The Hartree-Fock value depends on the basis as well: for this lift, at the planar distance optimised in each basis, it is 963, 862 and 893 cm$^{-1}$. The other five modes were not recomputed at that level.

At 600 K, a temperature of low-temperature deposition (vapour-phase epitaxy of nitrides runs nearer 1300 K), $k_BT=0.0517$ eV. Tunnelling can be sized by treating the barrier top as a parabola, whose transmission at energy $xk_BT$ above the top is $1/(1+e^{-2\pi x/u})$, with $u=\hbar|\omega|/k_BT=2.336$. The thermal flux relative to the classical one is

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{y^{u/2\pi-1}}{1+y}\,dy=\frac{u/2}{\sin(u/2)}=1.27,$$

where $y=e^{-2\pi x/u}$ and the last step uses $\int_0^\infty y^{a-1}/(1+y)\,dy=\pi/\sin\pi a$ for $0<a<1$, with $a=u/2\pi$. The integral converges for $u<2\pi$, here above 223 K; near and below that temperature the unbounded parabola is no longer usable. In this estimate tunnelling at 600 K adds about 27% to the classical flux over the barrier, or 18 to 24% with the MP2 wavenumbers above. Lowering the barrier from 0.282 to 0.254 eV multiplies the Boltzmann factor by $e^{0.028/0.0517}\approx1.7$, and lowering it to 0.219 eV multiplies it by about 3.4. At 1300 K, $\kappa$ is 1.05 and the factor 1.7 becomes 1.3. The estimate describes single passages at the barrier top, with the phase lost between them. An undisturbed molecule sits in a bound double well and tunnels coherently. On the relaxed Hartree-Fock profile with constant $\mu$, the two level pairs below the barrier are split by $\Delta=1.1$ and 52 cm$^{-1}$, which carries the molecule to its mirror image in $1/(2c\Delta)$, about 15 and 0.3 ps, with $c$ the speed of light. Thermally weighted at 600 K, this transfer is about as fast as passage over the barrier, so $\kappa$ understates tunnelling in the free molecule. In a reactor, collisions and binding of the nitrogen lone pair to a surface break the assumption of a free molecule. Their effect is not sized here, so the barrier should not be carried over to adsorbed ammonia. Further values are in the numerical output below.

## Values computed for the example and the checks

```
Input masses 14N, 1H: 14.003074, 1.007825 u
Masses in Rydberg units N, H: 12763.02, 918.576
Number of basis functions: 21
Planar N-H distance: 1.86786 bohr = 0.098843 nm
Planar RHF energy: -112.3479707 Ry
Largest Cartesian force, planar: 5.9e-14 Ry/bohr
Energy-only slope dE/dr at optimum: 2.7e-06 Ry/bohr
Lowest singlet orbital-Hessian eigenvalue: 0.6302 Ry
Lowest triplet orbital-Hessian eigenvalue: 0.4450 Ry
Species count, all 12 coordinates: {"A1'": 1, "A2'": 1, "E'": 3, "A1''": 0, "A2''": 2, "E''": 1}
Species count, 6 vibrations: {"A1'": 1, "A2'": 0, "E'": 2, "A1''": 0, "A2''": 1, "E''": 0}
Planar vibrations, full diagonalisation (minus = imaginary):
  A2''     -974.09 cm^-1
  E'       1733.66 cm^-1
  E'       1733.66 cm^-1
  A1'      3835.45 cm^-1
  E'       4049.57 cm^-1
  E'       4049.57 cm^-1
Smallest symmetry purity of a mode: 1.000000
Rigid-motion residual of Hessian, planar: 1.2e-07 Ry/bohr
k = d2E/dh2 from energies: -0.17857 Ry/bohr^2
N-N zz element of analytic Hessian: -0.17857 Ry/bohr^2
Inversion reduced mass: 2266.38 Rydberg units = 2.48658 u
A2'' from k and mu (minus = imaginary): -974.07 cm^-1
Amplitude ratio u_N/u_H in A2'' mode: -0.21592
E''(r) from energies: 3.36635 Ry/bohr^2
A1' from E''(r): 3835.45 cm^-1
E' matrix W11, W22, W12: 767.320, 844.064, -554.785 1e-6 Ry^2
E' trace: 1611.384 1e-6 Ry^2
E' determinant: 339880.4 1e-12 Ry^4
E' from 2 by 2 matrix: 1733.65, 4049.59 cm^-1
Starting N height for relaxation: 0.30 bohr
Pyramidal N-H distance: 1.8945 bohr = 0.10025 nm
Pyramidal H-N-H angle: 107.18 degrees
Pyramidal N height: 0.6997 bohr
Pyramidal RHF energy: -112.3687129 Ry
Pyramidal vibrations: 1208.9, 1849.5, 1849.5, 3689.4, 3822.5, 3822.5 cm^-1
Classical inversion barrier: 0.020742 Ry = 0.2822 eV
Harmonic zero-point change of barrier: -0.0521 eV
Barrier with zero-point change: 0.2301 eV
Rough process temperature: 600 K, kT = 0.0517 eV
hbar|omega|/kT at this temperature: 2.336
Tunnelling crossover temperature: 223 K
Parabolic tunnelling factor: 1.270; quadrature: 1.270
Fixed geometries; N lift for MP2 curvature: 0.10 bohr
  6-31g*: barrier HF 0.2822 eV, MP2 0.2826 eV; MP2 imaginary 1009 cm^-1
  aug-cc-pvdz: barrier HF 0.2220 eV, MP2 0.2263 eV; MP2 imaginary 937 cm^-1
  cc-pvtz: barrier HF 0.2326 eV, MP2 0.2540 eV; MP2 imaginary 910 cm^-1
```
